Constant and falling solute fractions beneath a parabolic selective scale

Take a very thick alloy of A and B in which B oxidizes slowly enough, compared with its diffusion through the metal, that the surface is only slightly depleted. Oxygen removes B alone, and the oxide forms a dense, adherent scale. Growth is controlled by transport through the scale, so the metal surface recedes by

ξ = √(2kt), dξ/dt = k/ξ = √(k/(2t)).

Let N be the atom fraction of B, N₀ its bulk value and Nᵢ its value just beneath the scale. Both atoms are given the same volume, and the vacated sites disappear, so that a recession dξ means that dξ worth of sites has left as B. The metal layer swept up by the recession already contained N dξ of B. The remaining (1−N) dξ must arrive by diffusion. For slight depletion this is (1−N₀) dξ, and the movement of the boundary can be ignored.

A unit amount of B withdrawn from the surface at time σ leaves a deficit that spreads as a Gaussian. In an infinite solid its central height would be 1/√(4πD(t−σ)). Here it can spread to one side only, so the height is doubled to 1/√(πD(t−σ)). Adding all the withdrawals gives

(N₀−Nᵢ)/(1−N₀) = √(k/(2πD)) ∫₀ᵗ dσ/√(σ(t−σ)).

With σ = t sin²φ, dσ = 2t sinφ cosφ dφ and the root is t sinφ cosφ. The integrand becomes 2dφ and the integral is 2·(π/2) = π, whatever t is. Therefore

(N₀−Nᵢ)/(1−N₀) = √π u, u = √(k/(2D)).

Withdrawal never stops, yet the surface fraction does not drift. Old deficits spread into fresh alloy, new ones are added ever more slowly, and for parabolic growth the two effects balance.

**Why the growth law matters**

Let the recession be ξ = Ctⁿ instead. The integral is then ∫₀ᵗ σⁿ⁻¹(t−σ)^(−1/2) dσ. Setting σ = tz takes out the factor tⁿ⁻¹·t^(−1/2)·t = t^(n−1/2) and leaves the beta integral Γ(n)√π/Γ(n+1/2). With nΓ(n) = Γ(n+1),

(N₀−Nᵢ)/(1−N₀) = [C/√D] [Γ(n+1)/Γ(n+1/2)] t^(n−1/2).

Among these power laws, only n = 1/2 gives a constant. A numerical solution of the diffusion problem with weak depletion shows the same: when the time grows fourfold, the depletion is multiplied by 0.794 for n = 1/3, by 1.000 for n = 1/2 and by 2.000 for n = 1. A cubic scale lets the surface recover; a linear one drains it. For n < 1/2 the formula diverges as t → 0, so such a law cannot hold from the first instant, and the result applies only once the depletion has become slight.

The balance also needs time to establish itself if oxidation starts beneath an existing scale. The recession rate is then √(k/(2(t+t₀))), where t₀ is the time that the existing scale would have taken to grow. Put σ+t₀ = (t+t₀) sin²φ, so that t−σ = (t+t₀) cos²φ. The integrand is again 2dφ, but φ now starts where tanφ = √(t₀/t). The integral is 2 arctan√(t/t₀), and the depletion is the fraction (2/π) arctan√(t/t₀) of its final value: one half at t = t₀ and about 0.92 at t = 60t₀. The constant fraction is thus a plateau reached after a slow transient, unless growth is parabolic from the start.

**The thick alloy at any depletion**

Now let the depletion be large. Measure x from the original surface into the metal. The fraction of A is 1−N, so the diffusive flux of A, in units of sites, is −D ∂(1−N)/∂x = +D ∂N/∂x. No A enters the scale, so at the interface the A must move exactly with the boundary:

D ∂N/∂x = (1−Nᵢ) dξ/dt at x = ξ.

The scale therefore fixes the gradient of N at the interface, apart from the factor 1−Nᵢ. It does not fix Nᵢ itself. That depends on what lies deeper in the metal.

In the thick alloy, try a profile that depends on η = x/(2√(Dt)) alone. The left side of ∂N/∂t = D ∂²N/∂x² becomes −ηN′/(2t) and the right side N″/(4t), so N″ = −2ηN′. This is satisfied by erfc(η), whose slope is −(2/√π) exp(−η²). The interface lies at η = ξ/(2√(Dt)) = u, a fixed value, and the profile that equals Nᵢ there and N₀ far away is

N = N₀ − (N₀−Nᵢ) erfc(η)/erfc(u).

Its gradient at the interface is (N₀−Nᵢ) exp(−u²)/[√(πDt) erfc(u)]. The recession rate is dξ/dt = u√(D/t). Inserting both into the interface condition, √t cancels and

(N₀−Nᵢ)/(1−Nᵢ) = F(u) = √π u exp(u²) erfc(u).

Solving for the interface fraction gives

Nᵢ = (N₀−F)/(1−F).

For small u, F → √π u, as in the opening case. The solution has Nᵢ > 0 only if N₀ > F(u); a poorer alloy cannot feed growth that is parabolic from the start, and beneath an existing scale it could do so only for a limited time.

The cancellation of t is the general reason for the plateau. The demand falls as 1/√t because the scale thickens. The gradient available at fixed Nᵢ falls as 1/√t because the depleted zone widens. This does not rest on a constant D. With D(N) and z = x/√t, the diffusion equation becomes −(z/2)N′ = (D N′)′, the interface sits at z = √(2k), and the condition there is D N′ = (1−Nᵢ)√(k/2). Time appears nowhere. If k depends on Nᵢ, a constant Nᵢ still gives a constant k, so a plateau remains a consistent solution.

**A foil has a length of its own**

Let a foil of original half-thickness L oxidize equally on both faces. By symmetry no atoms cross the midplane. In the variable z, that plane lies at L/√t and moves towards the interface, so the outer condition no longer has a fixed place and the similarity solution is lost.

To treat the receding surface cleanly, label each plane by the share s of the half-foil's A atoms that lies between it and the scale. A is conserved, so the interface stays at s = 0 and the midplane at s = 1. Define

g = (1−N₀)/(1−N), 1−gᵢ = (N₀−Nᵢ)/(1−Nᵢ).

From ds = (1−N) dx/[(1−N₀)L] follows dx = gL ds: g measures how far the metal has contracted. The planes move with the A atoms, at velocity v = D(∂N/∂x)/(1−N). Since N = 1−(1−N₀)/g, ∂N/∂x = (1−N₀)g⁻² ∂g/∂x, and division by 1−N = (1−N₀)/g leaves v = (D/g) ∂g/∂x = (D/L)g⁻² ∂g/∂s. The spacing of two planes changes by their difference in velocity, L ∂g/∂t = ∂v/∂s. With θ = Dt/L²,

∂g/∂θ = ∂/∂s (g⁻² ∂g/∂s).

At s = 0 the velocity equals dξ/dt = u√(D/t) = (D/L)u/√θ, so g⁻² ∂g/∂s = u/√θ. At s = 1 the gradient vanishes, and initially g = 1. The bulk fraction N₀ has dropped out of the problem.

For small u, write p = 1−g and keep terms of first order in u. Then ∂p/∂θ = ∂²p/∂s², with −∂p/∂s = u/√θ at the interface. The thick-alloy solution √π u erfc(s/(2√θ)) meets the interface condition but not the midplane condition. Reflected copies repair this:

p = √π u { erfc(s/(2√θ)) + Σ [erfc((2n−s)/(2√θ)) + erfc((2n+s)/(2√θ))] }, n = 1, 2, 3, …

Every term solves the diffusion equation and starts from zero inside the foil. At s = 0 the two terms in each bracket have opposite slopes, so the required surface gradient is untouched. Regrouped as the pairs s and 2−s, 2+s and 4−s, and so on, the sum is symmetric about s = 1 and has no slope there. At the interface,

(N₀−Nᵢ)/(1−Nᵢ) = √π u [1 + 2 Σ erfc(n/√θ)].

The 1 is the thick-alloy plateau. The sum is the effect of the opposite face. Each of its terms grows with time, so at this order Nᵢ falls throughout, though at first by an exponentially small amount. The neglected terms should be of order u². When u is doubled from 0.02 to 0.04, the difference from the full numerical solution grows by factors of 3.93 at θ = 0.25 and 3.89 at θ = 1, close to the expected 4.

The paired slopes show what overlap does. It adds depletion at the surface without changing, at this order, the gradient there. The scale goes on drawing B at the rate it demands, but from a profile that has been lowered as a whole. Nᵢ falls because the reservoir behind the gradient is being drained, not because the gradient has weakened.

First contact at the midplane is not enough to produce a visible fall. The depletion must still travel from the midplane to the surface. If the onset is defined as 1% more relative depletion than on the plateau, the first term of the sum gives 2 erfc(1/√θ) = 0.01, or

Dt ≈ 0.254 L².

**When the whole foil is draining**

At late times the profile is shallow and g falls at a similar rate everywhere. For small u the surface rate is still about a fifth below the mean rate at θ = 1, but the difference shrinks with time, so a uniform rate is a useful approximation. The length of the half-foil is L∫g ds = L−ξ, so the mean of g is, without approximation,

ḡ = 1 − ξ/L = 1 − 2u√θ.

Its rate of change is −u/√θ. Using this mean rate everywhere in the equation for g and integrating from the midplane gives g⁻² ∂g/∂s = (u/√θ)(1−s). The left side is −∂(1/g)/∂s, so a second integration gives 1/gᵢ − 1/g(s) = (u/√θ)(s−s²/2). The average of s−s²/2 over the half-foil is 1/2−1/6 = 1/3. For a shallow profile the average of 1/g may be replaced by 1/ḡ, hence

1/gᵢ ≈ 1/ḡ + u/(3√θ).

Because N = 1−(1−N₀)/g, the interface fraction lies below the mean fraction by about (1−N₀)u/(3√θ). This lag shrinks as 1/√t, which by itself would raise Nᵢ. For small u the relative depletion is 2u√θ + u/(3√θ), whose derivative is (u/√θ)[1−1/(6θ)]. It is positive in the late regime, where θ is of order one or more: the loss of B from the reservoir outweighs the flattening of the profile.

**A foil in numbers**

Take N₀ = 0.22, D = 2.5 µm²/h and a foil 100 µm thick, so L = 50 µm and L²/D = 2500/2.5 = 1000 h. Let the scale thickness X obey X² = 2Kt with K = 0.18 µm²/h, and let the oxide occupy 2.2 times the volume of the metal it consumes. Then X = 2.2ξ and

k = 0.18/2.2² = 0.0372 µm²/h, u = √(0.0372/5.0) ≈ 0.086, F ≈ 0.139,

Nᵢ = (0.22−0.139)/(1−0.139) ≈ 0.094.

On the plateau the interface gradient halves from 0.0049 per µm at 100 h to 0.0025 per µm at 400 h in a thick alloy, while Nᵢ stays at 0.094.

In the foil, the full numerical solution gives a midplane fraction of 0.213 at 100 h. The profiles have already met, yet the interface is still at 0.094. The 1% onset comes at 235 h, with the midplane at 0.180. The small-u law would put it at 254 h. The earlier onset comes from the factor g⁻², which exceeds one in depleted metal and speeds diffusion in s. Nothing else separates the two problems: with g⁻² replaced by one, the equation and its boundary conditions are exactly those of the small-u law, whose onset does not depend on u.

At 1000 h, ξ = √(2·0.0372·1000) = 8.6 µm and ḡ = 1−8.6/50 = 0.83. The mean fraction is 0.057 and the interface fraction 0.034. The late-time formula predicts a lag of 0.78·0.086/3 = 0.022, against 0.023 in the full solution. With D, k, N₀ and the time held fixed, a 400 µm foil still has 0.094 at its interface. The thin foil's interface gradient is not smaller than the thick alloy's at that time: the factor 1−Nᵢ makes it larger by 0.966/0.906, or about 7%.

The model's interface fraction reaches zero at about 1400 h (58 days), when the mean is still 0.02. Parabolic growth with the same k cannot continue beyond that point, since it would require a negative Nᵢ. For fixed N₀, D and k, both the onset and this end point scale as L², because g depends on time through θ alone.

**Beside a real foil**

These rough parameters lie in the regime of a chromia-forming Ni–Cr alloy near 1273 K, which is hot for long service of so thin a foil. The model assumes that no oxide forms inside the metal and that the scale never cracks off, a demanding condition when X reaches 19 µm at 1000 h. Spalling would leave a thinner scale, which grows faster, and so would drain the foil sooner; its size is not estimated here. Grain boundaries also break the model's single lattice diffusivity. For boundaries 0.0005 µm wide, grains of 50 µm and a boundary diffusivity 10⁴ times that of the lattice, all rough, the boundaries fill a share of about 3·0.0005/50 = 3·10⁻⁵ of the metal. If all of them ran along the flux, the weight of 10⁴ would add 0.3, so D would rise by a factor of 1.3 and the plateau from 0.094 to 0.110. In cubic grains only two thirds of the boundaries run along the flux, which gives a factor of 1.2 and a plateau of 0.106. Even this is only a rough size: a single averaged D requires √(Dt) to be well above the grain size, whereas here it only reaches 50 µm at 1000 h. If D instead falls linearly with N, by 30% at N = 0, the plateau is 0.086 and the foil's value at 1000 h is 0.027. If K varies as the fourth root of Nᵢ, matched to the same plateau, growth slows as the foil drains and the value at 1000 h is 0.043 instead of 0.034. The plateau stays flat in time in both of these last cases. A rough evaporation rate of 0.0001 µm/h is about 1% of the scale's growth rate at 1000 h, but so low a rate belongs to nearly still, dry gas. In flowing or humid air at this temperature it can be tens of times larger or more, and growth is then no longer parabolic, so the plateau is lost as well. A rate of 0.003 µm/h lowers the foil's value at 1000 h from 0.034 to about 0.021 and brings the end point forward to about 1200 h; a rate of 0.01 µm/h brings it to about 860 h. A temperature 10 K higher, with rough activation energies of 2.8 eV for D and 2.6 eV for K, moves the plateau only to 0.095, but raises D by 22% and so brings the overlap forward.

The equations contain no quantum constant and hold in atomic units or any other consistent set. The numerical output below writes Nᵢ as Ni and N₀ as N0.

Computed results

```
INPUTS (rough, chromia-forming Ni-Cr regime)
bulk solute fraction N0 = 0.22; T = 1273 K
D = 2.50 um^2/h; scale constant K = 0.18 um^2/h
volume ratio = 2.2; foil = 100 um
THICK ALLOY
metal recession constant k = 0.0372 um^2/h
u = 0.0862; F(u) = 0.1391
constant interface fraction Ni = 0.0940
interface gradient at 100 h = 0.00494 per um
interface gradient at 400 h = 0.00247 per um
largest relative plateau error = 3.4e-05
DEPLETION RATIO WHEN TIME GROWS FOURFOLD
recession ~ t^0.333: ratio = 0.794
recession ~ t^0.500: ratio = 1.000
recession ~ t^1.000: ratio = 2.000
TRANSIENT, share of final depletion (small u)
t/t0 = 1: 0.499
t/t0 = 10: 0.804
t/t0 = 60: 0.916
FOIL
L^2/D = 1000 h
onset (1% extra depletion), small u: Dt/L^2 = 0.254
onset in worked foil = 235 h
midplane fraction at onset = 0.1797
time(h)  interface  midplane  mean   [solute fraction]
    50   0.0940     0.2196    0.1887
   100   0.0940     0.2129    0.1750
   200   0.0933     0.1882    0.1548
   300   0.0901     0.1650    0.1386
   500   0.0767     0.1299    0.1117
   700   0.0599     0.1031    0.0885
  1000   0.0341     0.0692    0.0574
  1200   0.0171     0.0490    0.0383
400 um foil at 1000 h: interface fraction = 0.0940
model interface fraction reaches zero at 1406 h
mean fraction then = 0.0195
mesh 200 to 400 cells: shift of Ni(1000 h) = 4.5e-07
mesh 200 to 400 cells: shift of zero time = 0.00 h
error ratio on doubling u = 3.93, 3.89
NEGLECTED EFFECTS (rough inputs)
D down 30% at N=0: thick Ni = 0.0856
  foil Ni at 1000 h = 0.0267
K ~ Ni^(1/4): thick Ni = 0.0940
  foil Ni at 1000 h = 0.0432
boundaries 0.0005 um wide, grains 50 um, Dgb/D 1e+04
  D times 1.30; thick Ni = 0.1102
scale thickness at 1000 h = 19.0 um
evaporation 0.0001 um/h: 1.1% of growth rate at 1000 h
activation energies: D 2.8 eV, K 2.6 eV
10 K hotter: D times 1.220, K times 1.203
  thick Ni = 0.0950
```
